Does a linear alloy lattice constant imply a linear band gap?

**Question**

I grow layers of a semiconductor alloy A_xB_(1-x). Its lattice constant follows the straight line between the pure materials very closely. The gap depends on the lattice constant, so I interpolated the gap linearly as well. At x = 1/2 the measured gap does not lie on my line. Is my composition wrong, or is the reasoning wrong? If the gap is curved, where can the curvature come from when the lattice constant has none?

**Answer**

The reasoning is wrong; the composition may be fine. The lattice constant is an average of local sizes. A band edge is an energy level of electrons moving through unequal sites, and it is not the average of the site levels. Write

E_g(x) = x E_A + (1-x) E_B - b x(1-x).

A positive bowing coefficient b puts the gap below the line. The model below has an exactly linear mean lattice constant and still gives b ≠ 0.

**A linear lattice constant**

Let each site i of a periodic simple cubic lattice with N sites be one formula unit, A or B. It has a natural size a_i0, equal to a_A or a_B, and an actual size a_i. Departing from the natural size costs energy, and so does a misfit between neighbours:

F = (k/2) Σ_i (a_i - a_i0)² + (K/2) Σ_pairs (a_i - a_j)².

There is no substrate strain. Setting ∂F/∂a_i = 0 and dividing by k gives

a_i - a_i0 + η (La)_i = 0, η = K/k, (La)_i = Σ_j (a_i - a_j),

where j runs over the six neighbours. Summed over all i, the L term vanishes, because each pair appears twice with opposite signs. Hence the mean size is

ā = x a_A + (1-x) a_B

for every arrangement of A and B. The individual sizes remain different.

**Volume change already bends the gap**

Let D = dE_g/da for each material, and let Δ mean the A value minus the B value. Bring both pure materials to the common size ā. Since ā - a_A = -(1-x)Δa and ā - a_B = xΔa, their average gap is

x[E_A - D_A(1-x)Δa] + (1-x)[E_B + D_B xΔa]
= xE_A + (1-x)E_B - x(1-x) ΔD Δa.

So this step alone gives b = ΔD Δa. Two linear responses with different slopes produce a quadratic term. This takes each gap as linear in a. A common curvature c = d²E_g/da² enters at the same order and changes the result to ΔD Δa - cΔa²/2. For a constant dE_g/d(ln V) and the parameters below this correction is only 0.003 eV, but if A and B lay on one common curve E_g(a) it would halve the result.

Take round model parameters: E_A = 1.2 eV, E_B = 2.0 eV, a_A = 0.58 nm, a_B = 0.57 nm, D_A = -30 eV/nm and D_B = -40 eV/nm. At x = 1/2, ā = 0.575 nm, and the strained gaps are

1.2 + (-30)(-0.005) = 1.35 eV,
2.0 + (-40)(0.005) = 1.80 eV.

Their average is 1.575 eV, not 1.600 eV, so b = 4 × 0.025 = 0.10 eV.

**Relaxation**

Real sites need not all take the size ā. Let u_i = 1-x on an A site and -x on a B site, and define u_q = N^(-1/2) Σ_i u_i exp(-iq·r_i). On a wave q, the operator L multiplies by

λ_q = 6 - 2(cos q_x + cos q_y + cos q_z).

The size equation therefore gives a_q = a_0q/(1+ηλ_q), and for q ≠ 0

(a - a0)_q = -p_q Δa u_q, p_q = ηλ_q/(1+ηλ_q).

Here p is the fraction of the size difference removed by the neighbours: p = 1 means a common size, p = 0 means natural sizes. Assign the deformation energy D_i(a_i - a_i0) to the conduction level. With D_i = D̄ + ΔD u_i, its site average has no D̄ part, because a - a0 averages to zero. The rest is

(ΔD/N) Σ_i u_i(a_i - a_i0) = -(ΔDΔa/N) Σ_q p_q |u_q|².

Define S_q = |u_q|²/[x(1-x)], which describes the arrangement; for a large random alloy its average is 1. The volume contribution to b becomes PΔDΔa, with P = (1/N) Σ_(q≠0) S_q p_q.

**Charge transfer**

Let C_i and V_i be the conduction and valence levels of a site. Electrons flow towards neighbours with lower valence levels, and the added charge raises the levels there. In linear response, the shifted valence level w_i obeys

w_i = V_i + κ Σ_j (w_j - w_i), or (1+κL)w = V.

On a wave, w_q = V_q/(1+κλ_q), so the shift is

(w - V)_q = -s_q ΔV u_q, s_q = κλ_q/(1+κλ_q).

The shift is electrostatic, so the conduction level receives it too. It averages to zero because charge is conserved. It cannot change the mean local gap, but it changes the contrast between sites.

**Mixing on unequal sites**

The conduction Hamiltonian is H_c = (site level) + t_c L, and the valence one is H_v = w - t_v L. In a pure material the edges are uniform states at C and V, so E_g = C - V.

In the alloy, use the uniform state as a trial state. Since L gives zero on it, its energy is the mean site level. By the variational principle, the lowest conduction energy is at or below that mean, and the highest valence energy is at or above it. In this model, therefore, the gap cannot exceed the mean local gap, whatever the arrangement.

Second-order perturbation theory gives the size of the effect. To leading order in the A–B differences, the conduction level varies as G_q u_q, with

G_q = ΔC - s_qΔV - D̄p_qΔa.

The matrix element from the uniform state to wave q is G_q u_q/√N, and the wave lies higher by t_cλ_q. The conduction edge moves by

δE_c = -(1/N) Σ_(q≠0) G_q²|u_q|²/(t_cλ_q).

For the valence edge the amplitude is (1-s_q)ΔV and the other waves lie lower by t_vλ_q, so that edge moves up. Subtracting the edges and dividing by -x(1-x) gives

b = (1/N) Σ_(q≠0) S_q f_q,

f_q = p_qΔDΔa + G_q²/(t_cλ_q) + [(1-s_q)ΔV]²/(t_vλ_q).

The last two terms are never negative; the first can have either sign. For long waves p and s vanish, leaving (ΔC²/t_c + ΔV²/t_v)/λ_q. If the pure gaps differ, ΔC and ΔV cannot both be zero, so a random alloy has a positive contribution from these waves. At this order, b = 0 then requires a cancellation by a negative volume term.

**Numbers for a random alloy**

Add C_A = 1.5, C_B = 2.0, V_A = 0.3, V_B = 0, t_c = 0.50 and t_v = 0.25, all in eV, with η = 0.10 and κ = 0.05. The hoppings are illustrative. For site spacing d, a band-edge mass m corresponds to t = ħ²/(2md²), so a lighter conduction mass means a larger t_c and weaker mixing. The shares below are therefore not estimates for a particular semiconductor. Diagonalizing twelve random 512-site cells at x = 1/2 gives a mean gap of 1.554 eV, against 1.600 eV on the line:

b = 4(1.600 - 1.554) ≈ 0.18 eV.

Switching the mechanisms on in turn gives:

- volume change: 0.100 eV
- mixing on unequal sites: +0.090 eV
- charge transfer: -0.016 eV
- relaxation: +0.009 eV

These shares depend on the order chosen; their sum does not. They also depend, even in sign, on the model choices. Placing half of the deformation energy on the valence level turns the charge-transfer step to about +0.01 eV; placing all of it there turns the relaxation step to about -0.05 eV, while b stays between 0.18 and 0.20 eV. A lighter conduction mass, t_c ≈ 1.9 eV, also makes the relaxation step negative and lowers b to about 0.12 eV.

The charge-transfer sign can be traced. At common size, G = -0.5 + 0.35 - 0.3s = -(0.15 + 0.3s) eV. The conduction contrast grows while the valence contrast, 0.3(1-s) eV, shrinks. The change in f_q, in eV, is

{[(0.15+0.3s)² - 0.15²]/0.50 - 0.09[1-(1-s)²]/0.25}/λ_q
= [0.18s + 0.18s² - 0.72s + 0.36s²]/λ_q
= -0.54 s(1-s)/λ_q.

It is negative for every wave with 0 < s < 1. Other parameters can reverse it.

The small relaxation step hides two large ones. After relaxation the A and B sites differ in mean size by (1-P)Δa, which is 0.0064 nm in these cells. Hence P ≈ 0.36, and the volume part falls from 0.100 to 0.036 eV. The remainder rises from 0.174 - 0.100 = 0.074 eV to 0.183 - 0.036 = 0.147 eV, because relaxation removes much of the +0.35 eV that was offsetting ΔC = -0.5 eV.

**Same composition, same lattice constant, another gap**

Now let A and B alternate. The only composition wave has λ = 12, because all six neighbours have the opposite sign. Then p = 1.2/2.2 = 0.545 and s = 0.6/1.6 = 0.375. The conduction levels are

A: 1.5 + 30(0.545)(0.005) - 0.375(0.15) = 1.526 eV,
B: 2.0 - 40(0.545)(0.005) + 0.375(0.15) = 1.947 eV.

The valence levels are 0.244 and 0.056 eV. Let m be the mean of two levels and h half their difference. The uniform and alternating states form the matrix

[ m , h ; h , m + 12t_c ],

whose lower eigenvalue is m + 6t_c - √(36t_c² + h²). For the valence levels 12t_c is replaced by -12t_v, and the edge is the upper eigenvalue, m - 6t_v + √(36t_v² + h²). Hence

E_c = 1.736 + 3 - √(9 + 0.211²) = 1.729 eV,
E_v = 0.150 - 1.5 + √(2.25 + 0.094²) = 0.153 eV.

The gap is 1.576 eV and b ≈ 0.096 eV, about half the random value. The lattice constant is 0.575 nm in both cases, so it cannot determine the gap. One reason for the difference is that the mean of 1/λ is 0.253 for an infinite random lattice but 1/12 = 0.083 for this order.

**Can the curve bend upward?**

Yes. With ΔC = -0.1 eV, ΔV = 0 and ΔD = -10 eV/nm, the volume term is negative and outweighs the mixing terms. Diagonalization gives b = -0.035 eV.

**What if the lattice constant is only nearly linear?**

Let the own-size stiffness k_i differ between A and B. Summing the size equations now gives Σ_i k_i(a_i - a_i0) = 0. Insert k_i = k̄ + Δk u_i and the relaxation result above. To leading order,

ā - (linear value) = x(1-x) P (Δk/k̄) Δa.

For Δk/k̄ = -0.20 at x = 1/2 this is about -0.00018 nm. Through D̄ = -35 eV/nm it shifts the gap by +0.006 eV. The bowing found above displaces the gap by -0.046 eV, so in this example the lattice deviation has the wrong sign and is too small to explain it. A positive Δk would reverse the sign.

**How far to trust the formula**

Perturbation theory needs each coupling, such as G_q u_q/√N, to be small compared with the energy separation it bridges, such as t_cλ_q. In tests on three random cells at x = 1/2 with the A–B differences reduced tenfold, the formula agreed with diagonalization to 0.1% of b. At full contrast and the same composition, the averages over the twelve random cells agree within 1%.

Cell size matters more. The formula gives 0.184 eV for the 512-site cells but 0.205 eV for 64³ sites, because small cells omit long waves, where 1/λ is largest. The formula tends to about 0.208 eV for an infinite lattice, so the 0.18 eV quoted above lies about 0.02 eV below the large-cell value. The gap here is a cell average; rare A-rich regions in an infinite random alloy can produce states further into the gap, because A has both the lower conduction level and the higher valence level.

Nor is b quite constant: the twelve-cell averages are 0.21, 0.18 and 0.16 eV at x = 0.25, 0.50 and 0.75, each uncertain by a few thousandths of an eV. In the formula for a random alloy only D̄ changes with x. Its size falls as x grows, which makes G_q more negative and raises b. That is the opposite trend, so the second-order formula does not explain this variation.

For your layers, use the linear lattice constant to estimate composition if strain has been accounted for, but determine b separately. The measured gap must be corrected for strain too. A single b also assumes that the lowest conduction valley is the same at every composition; if valleys cross, each needs its own curve. It further assumes a modest A–B mismatch: with ΔC = -1.0 eV in this model, b already falls from about 0.8 eV at x = 1/16 to 0.4 eV at x = 3/4, and a highly mismatched alloy needs b(x) measured at several compositions. Under these conditions, one gap at x = 1/2 gives the estimate

b = 4[(E_A + E_B)/2 - E_g(1/2)].

In this example, using that b at x = 0.25 predicts 1.800 - 0.183 × 0.1875 = 1.766 eV, against 1.761 eV from diagonalization. The straight line misses by 0.039 eV. A b obtained from a random alloy should not be carried over to an ordered one. The numerical output below lists the main values used here.

Table of computed values

```
sites per cell 512; random cells per composition 12
conduction levels A, B: 1.50, 2.00 eV
valence levels A, B: 0.30, 0.00 eV
deformation coefficients A, B: -30.0, -40.0 eV/nm
hoppings tc, tv: 0.50, 0.25 eV
eta, kappa: 0.10, 0.05 (dimensionless)
x | mean a (nm) | linear gap (eV) | alloy gap (eV) | b (eV)
0.00 | 0.57000 | 2.0000 | 2.0000 | -
0.25 | 0.57250 | 1.8000 | 1.7609 | 0.2085
0.50 | 0.57500 | 1.6000 | 1.5543 | 0.1828
0.75 | 0.57750 | 1.4000 | 1.3694 | 0.1632
1.00 | 0.58000 | 1.2000 | 1.2000 | -
At x = 0.5:
pure gaps at common size A, B: 1.3500, 1.8000 eV
b from volume change alone: 0.1000 eV
b, common size, no charge flow: 0.1897 eV; formula 0.1909 eV
b, common size, charge flow: 0.1741 eV; formula 0.1746 eV
b, relaxed size, charge flow: 0.1828 eV; formula 0.1843 eV
step in b from mixing on unequal sites: +0.0897 eV
step in b from charge transfer: -0.0155 eV
step in b from relaxation: +0.0087 eV
standard error of final b: 0.0031 eV
mean relaxed sizes of A, B sites: 0.57819, 0.57181 nm
mean charge-transfer level shift on A sites: -0.0339 eV
ordered: p = 0.5455, s = 0.3750 (dimensionless)
ordered conduction levels A, B: 1.5256, 1.9472 eV
ordered valence levels A, B: 0.2437, 0.0563 eV
ordered band edges c, v: 1.7290, 0.1529 eV
ordered gap: 1.5760 eV; ordered b: 0.0958 eV
largest formula error at 0.1 contrast: 0.08 %
upward example: dC -0.1 eV, dV 0.0 eV, dD -10.0 eV/nm
upward example b: -0.0353 eV; formula -0.0353 eV
relative stiffness difference, A minus B: -0.20
resulting lattice deviation: -0.000183 nm; formula -0.000181 nm
gap shift from that deviation alone: +0.0064 eV
mean 1/lambda: random infinite 0.25273; ordered 0.08333
random formula b, 8^3 and 64^3 cells: 0.1843, 0.2050 eV
```
